**Proper and improper e31 of a model crystal from three calculations**

The program tests the relation e31(improper) = e31(proper) − P, where P is the formal polarization at zero strain, the improper constant is dP/dε, and the proper constant is the transferred charge per original area and unit strain ε. Berry phases give P and the proper constant, finite slabs give the bound charge per actual area and the improper constant, and a real-time simulation gives the charge that flows at zero field. The program asserts that the relation holds for two slab terminations, whose polarizations differ by one quantum. It also asserts that the simulated flow agrees with the proper constant within 0.002 C/m² and differs from both improper constants by more than 0.05 C/m². In the output the flow corresponds to 0.66645 C/m², against 0.66653 C/m² for the proper constant and 1.15571 and −0.62449 C/m² for the improper ones. A nonpolar crystal is asserted to have zero proper constant and an improper constant of half a quantum. The last assertion confirms the relation for a polarization measured from that nonpolar crystal when it is strained along.

## Numerical check

```python
"""Proper and improper piezoelectric constants e31 of a model crystal.

Result under test:  e31_improper = e31_proper - P,  and the charge that flows
through the shorted crystal follows e31_proper.
  P             formal polarization along axis 3 at zero strain (C/m^2)
  e31_improper  dP/d(strain along axis 1)
  e31_proper    transferred charge per original area and unit strain
Model: sites A (height 0) and B (height u*c) in a cell a x a x c, cores +e,
two electrons per cell, no electron interaction, zero macroscopic field.
Energies are in eV, times in hbar/eV, cell charges in units of e.
"""
import numpy as np
from scipy.constants import e as E_CHARGE

A_LAT, C_LAT = 3.0, 5.0             # cell edges, angstrom
T_REF, D_REF = 2.0, 2.0             # vertical hopping (eV) at length (angstrom)
T_LAT, ONSITE = 0.15, 1.5           # lateral hopping, on-site energy, eV
U_POLAR, U_SLOPE = 0.4, -0.2        # internal coordinate and its strain slope
HALF_STEP = 1.0e-3                  # strain runs from -HALF_STEP to +HALF_STEP
QUANTUM = E_CHARGE / (A_LAT * 1e-10) ** 2   # e per cell area, C/m^2


def vertical(strain, u0=U_POLAR, slope=U_SLOPE):
    """Internal coordinate and the two vertical hopping strengths."""
    u = u0 + slope * strain
    t_in = T_REF * (D_REF / (u * C_LAT)) ** 2
    t_out = T_REF * (D_REF / ((1 - u) * C_LAT)) ** 2
    return u, t_in, t_out


def stagger(strain, n_par=4):
    """Half the A-B energy difference on a grid of lateral wave vectors."""
    cosine = np.cos(np.pi * (np.arange(n_par) + 0.5) / n_par)
    t_x = T_LAT / (1 + strain) ** 2
    return (ONSITE + 2 * t_x * cosine[:, None]
            + 2 * T_LAT * cosine[None, :]).ravel()


def lower_state(d, h):
    """Normalized lower eigenvector of [[d, h], [conj(h), -d]]."""
    energy = np.sqrt(d ** 2 + abs(h) ** 2)
    norm = np.sqrt(abs(h) ** 2 + (d + energy) ** 2)
    return -h / norm, (d + energy) / norm


def berry_charge(strain, u0=U_POLAR, slope=U_SLOPE, n_par=4, nk=2000):
    """P times cell area, in e, and mean Wannier centre, in c."""
    u, t_in, t_out = vertical(strain, u0, slope)
    k = 2 * np.pi * np.arange(nk) / nk
    h = -(t_in + t_out * np.exp(-1j * k))[None, :]
    ca, cb = lower_state(stagger(strain, n_par)[:, None], h)
    dk = 2 * np.pi / nk
    overlap = (ca.conj() * np.roll(ca, -1, axis=1)
               + cb.conj() * np.roll(cb, -1, axis=1) * np.exp(-1j * dk * u))
    centre = np.mean(-np.angle(overlap).sum(axis=1) / (2 * np.pi))
    return u - 2 * centre, centre


def slab_dipole(strain, cells, start_with_b):
    """Dipole per surface cell of a finite slab, in e*c."""
    u, t_in, t_out = vertical(strain)
    m = np.arange(cells)
    z = np.empty(2 * cells)
    if start_with_b:
        z[0::2], z[1::2] = m + u, m + 1
        first, second, sign = t_out, t_in, -1.0
    else:
        z[0::2], z[1::2] = m, m + u
        first, second, sign = t_in, t_out, 1.0
    hop = np.empty(2 * cells - 1)
    hop[0::2], hop[1::2] = -first, -second
    site_sign = sign * np.where(np.arange(2 * cells) % 2 == 0, 1.0, -1.0)
    total = 0.0
    levels = stagger(strain)
    for d in levels:
        ham = np.diag(d * site_sign) + np.diag(hop, 1) + np.diag(hop, -1)
        vectors = np.linalg.eigh(ham)[1][:, :cells]
        electrons = 2 * np.sum(vectors ** 2, axis=1)
        total += np.dot(z, 1 - electrons)
    return total / len(levels)


def slab_polarization(strain, start_with_b=False):
    """Bound surface charge per actual area, C/m^2, from dipole growth."""
    growth = (slab_dipole(strain, 40, start_with_b)
              - slab_dipole(strain, 30, start_with_b)) / 10
    return growth * QUANTUM / (1 + strain)


def ramp_charge(duration=60.0, steps=6000, nk=32):
    """Charge per cell, in e, carried along +3 during a slow strain ramp."""
    k = 2 * np.pi * np.arange(nk) / nk
    phase = np.exp(-1j * k)[None, :]
    dt = duration / steps

    def strain_at(time):
        x = time / duration
        return HALF_STEP * (2 * (x - np.sin(2 * np.pi * x) / (2 * np.pi)) - 1)

    _, t_in, t_out = vertical(-HALF_STEP)
    ca, cb = lower_state(stagger(-HALF_STEP)[:, None], -(t_in + t_out * phase))
    charge = 0.0
    for step in range(steps):
        middle = strain_at((step + 0.5) * dt)
        _, t_in, t_out = vertical(middle)
        d = stagger(middle)[:, None]
        h = -(t_in + t_out * phase)
        energy = np.sqrt(d ** 2 + abs(h) ** 2)
        co, si = np.cos(energy * dt), -1j * np.sin(energy * dt) / energy
        ca, cb = (co * ca + si * (d * ca + h * cb),
                  co * cb + si * (h.conj() * ca - d * cb))
        time = (step + 1) * dt
        u, t_in, t_out = vertical(strain_at(time))
        rate = 2 * HALF_STEP / duration * (1 - np.cos(2 * np.pi * time / duration))
        u_dot = U_SLOPE * rate
        pair = ca.conj() * cb
        flow_in = 2 * np.imag(-t_in * pair)            # B to A inside the cell
        flow_out = 2 * np.imag(-t_out * phase * pair)  # B below to A above
        electron = np.mean(-u * flow_in + (1 - u) * flow_out
                           + abs(cb) ** 2 * u_dot)
        charge += (u_dot - 2 * electron) * dt
    return charge


def slope_of(function):
    return (function(HALF_STEP) - function(-HALF_STEP)) / (2 * HALF_STEP)


# Berry phases: polarization and proper constant
q_zero, centre_zero = berry_charge(0.0)
q_minus, q_plus = berry_charge(-HALF_STEP)[0], berry_charge(HALF_STEP)[0]
p_formal = q_zero * QUANTUM
e_proper = slope_of(lambda s: berry_charge(s)[0]) * QUANTUM
e_proper_fine = slope_of(lambda s: berry_charge(s, n_par=8)[0]) * QUANTUM
assert abs(e_proper - e_proper_fine) < 1e-3

# Finite slabs: bound charge per actual area and improper constants
p_slab = slab_polarization(0.0)
e_improper = slope_of(slab_polarization)
p_slab_b = slab_polarization(0.0, True)
e_improper_b = slope_of(lambda s: slab_polarization(s, True))
assert abs(p_slab - p_formal) < 1e-4
assert abs(e_improper - (e_proper - p_formal)) < 1e-4
assert abs((p_slab_b - p_slab) / QUANTUM - 1) < 1e-6
assert abs(e_improper_b - (e_proper - p_slab_b)) < 1e-4

# Real-time current through the crystal at zero field
q_flow = ramp_charge()
flow = q_flow * QUANTUM
e_flow = flow / (2 * HALF_STEP)
assert abs(e_flow - e_proper) < 2e-3
assert abs(e_flow - e_improper) > 0.05
assert abs(e_flow - e_improper_b) > 0.05
assert abs(e_improper - (e_flow - p_slab)) < 2e-3

# Nonpolar crystal: site B midway between A planes for every strain
q_ref = berry_charge(0.0, 0.5, 0.0)[0]
p_ref = q_ref * QUANTUM
e_ref_proper = slope_of(lambda s: berry_charge(s, 0.5, 0.0)[0]) * QUANTUM
e_ref_improper = slope_of(
    lambda s: berry_charge(s, 0.5, 0.0)[0] * QUANTUM / (1 + s))
assert abs(q_ref + 0.5) < 1e-6
assert abs(e_ref_proper) < 1e-5
assert abs(e_ref_improper - QUANTUM / 2) < 1e-4

# Polarization counted from the nonpolar crystal strained along with it
p_relative = p_formal - p_ref
e_relative = e_improper - e_ref_improper
assert abs(e_relative - (e_proper - p_relative)) < 2e-4

u_zero, t_in_zero, t_out_zero = vertical(0.0)
mc = 1e3
print(f"cell edge a                            {A_LAT:.1f} angstrom")
print(f"cell edge c                            {C_LAT:.1f} angstrom")
print(f"internal coordinate u                  {u_zero:.2f} (unit c)")
print(f"slope du/dstrain                       {U_SLOPE:.2f}")
print(f"short-bond hopping                     {t_in_zero:.4f} eV")
print(f"long-bond hopping                      {t_out_zero:.4f} eV")
print(f"lateral hopping                        {T_LAT:.2f} eV")
print(f"on-site energy (+ on A, - on B)        {ONSITE:.2f} eV")
print(f"polarization quantum e/A0              {QUANTUM:.5f} C/m^2")
print(f"mean Wannier centre                    {centre_zero:.6f} (unit c)")
print(f"cell charge q, strain -0.001           {q_minus:.7f} e")
print(f"cell charge q, strain 0                {q_zero:.7f} e")
print(f"cell charge q, strain +0.001           {q_plus:.7f} e")
print(f"P from Berry phase                     {p_formal:.5f} C/m^2")
print(f"P from slab starting with A            {p_slab:.5f} C/m^2")
print(f"P from slab starting with B            {p_slab_b:.5f} C/m^2")
print(f"proper e31 from Berry phase            {e_proper:.5f} C/m^2")
print(f"proper e31, finer lateral grid         {e_proper_fine:.5f} C/m^2")
print(f"proper e31 from real-time current      {e_flow:.5f} C/m^2")
print(f"improper e31, slab starting with A     {e_improper:.5f} C/m^2")
print(f"improper e31, slab starting with B     {e_improper_b:.5f} C/m^2")
print(f"proper e31 minus P (Berry)             {e_proper - p_formal:.5f} C/m^2")
print(f"total strain change in ramp            {2 * HALF_STEP:.4f}")
print(f"charge that flowed per cell            {q_flow:.4e} e")
print(f"charge that flowed per area A0         {flow * mc:.4f} mC/m^2")
print(f"prediction of proper e31               {e_proper * 2 * HALF_STEP * mc:.4f} mC/m^2")
print(f"prediction of improper e31, A slab     {e_improper * 2 * HALF_STEP * mc:.4f} mC/m^2")
print(f"prediction of improper e31, B slab     {e_improper_b * 2 * HALF_STEP * mc:.4f} mC/m^2")
print(f"nonpolar crystal: cell charge q        {q_ref:.6f} e")
print(f"nonpolar crystal: formal P             {p_ref:.5f} C/m^2")
print(f"nonpolar crystal: |proper e31|         {abs(e_ref_proper):.5f} C/m^2")
print(f"nonpolar crystal: improper e31         {e_ref_improper:.5f} C/m^2")
print(f"P relative to nonpolar crystal         {p_relative:.5f} C/m^2")
print(f"improper e31 relative to nonpolar      {e_relative:.5f} C/m^2")
print("done: every assertion held")
```

It prints:

```
cell edge a                            3.0 angstrom
cell edge c                            5.0 angstrom
internal coordinate u                  0.40 (unit c)
slope du/dstrain                       -0.20
short-bond hopping                     2.0000 eV
long-bond hopping                      0.8889 eV
lateral hopping                        0.15 eV
on-site energy (+ on A, - on B)        1.50 eV
polarization quantum e/A0              1.78020 C/m^2
mean Wannier centre                    0.337396 (unit c)
cell charge q, strain -0.001           -0.2751669 e
cell charge q, strain 0                -0.2747924 e
cell charge q, strain +0.001           -0.2744181 e
P from Berry phase                     -0.48918 C/m^2
P from slab starting with A            -0.48918 C/m^2
P from slab starting with B            1.29101 C/m^2
proper e31 from Berry phase            0.66653 C/m^2
proper e31, finer lateral grid         0.66653 C/m^2
proper e31 from real-time current      0.66645 C/m^2
improper e31, slab starting with A     1.15571 C/m^2
improper e31, slab starting with B     -0.62449 C/m^2
proper e31 minus P (Berry)             1.15571 C/m^2
total strain change in ramp            0.0020
charge that flowed per cell            7.4874e-04 e
charge that flowed per area A0         1.3329 mC/m^2
prediction of proper e31               1.3331 mC/m^2
prediction of improper e31, A slab     2.3114 mC/m^2
prediction of improper e31, B slab     -1.2490 mC/m^2
nonpolar crystal: cell charge q        -0.500000 e
nonpolar crystal: formal P             -0.89010 C/m^2
nonpolar crystal: |proper e31|         0.00000 C/m^2
nonpolar crystal: improper e31         0.89010 C/m^2
P relative to nonpolar crystal         0.40091 C/m^2
improper e31 relative to nonpolar      0.26561 C/m^2
done: every assertion held
```
